# Optimal thermally assisted tunnelling from a trap in a uniform field: a program that tests the result

```python
"""
Thermally assisted tunnelling out of a trap in a dielectric.
Result under test: the best compromise between thermal excitation and WKB
tunnelling through a triangular barrier enhances emission by exp(S),
    S = (q hbar F)^2 / (24 m (kT)^3),
as long as W* = (q hbar F)^2 / (8 m (kT)^2) is smaller than the trap depth.
F: field, m: effective mass, T: temperature, W: barrier left after thermal
excitation (energy below the band edge), W*: its optimum value.
Working units: eV, nm; fields enter in MV/cm (1 MV/cm = 0.1 eV/nm per charge).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.special import ive

q, hbar, m_e = const.e, const.hbar, const.m_e
k_eV = const.k / q

# Inputs: rough typical values for a carbon-doped silicon oxide film
depth = 1.2            # eV
mass = 0.5             # electron masses
temp = 398.15          # K
field = 2.0            # MV/cm
eps_opt = 2.1          # optical relative permittivity
gap = 8.0              # eV
mode = 0.06            # eV, effective vibrational quantum
breakdown = 6.0        # MV/cm
kT = k_eV * temp
h2m = hbar**2 / (2 * mass * m_e) / q * 1e18      # hbar^2/(2m), eV nm^2

nodes, weights = np.polynomial.legendre.leggauss(80)
theta, wtheta = nodes * np.pi / 2, weights * np.pi / 2


def law_exponent(F, T):
    return (q * hbar * F * 1e8)**2 / (24 * mass * m_e * (const.k * T)**3)


def law_barrier(F, T):
    return (q * hbar * F * 1e8)**2 / (8 * mass * m_e * (const.k * T)**2) / q


def action(W, F, coulomb=0.0, band_gap=np.inf):
    """Twice the integral of the decay constant between turning points."""
    W = np.atleast_1d(np.asarray(W, float))[:, None]
    f = 0.1 * F
    root = np.sqrt(np.maximum(W**2 - 4 * coulomb * f, 0))
    x1, x2 = (W - root) / (2 * f), (W + root) / (2 * f)
    x = (x1 + x2) / 2 + (x2 - x1) / 2 * np.sin(theta)
    V = np.maximum(W - f * x - coulomb / x, 0)
    kappa = np.sqrt(V * (1 - V / band_gap) / h2m)
    return 2 * np.sum(kappa * (x2 - x1) / 2 * np.cos(theta) * wtheta, axis=1)


def best(F, T, Et=depth, low=1e-9, **barrier):
    """Brute-force maximum of W/kT - action over the allowed barriers."""
    W = np.linspace(low, Et, 4001)
    g = W / (k_eV * T) - action(W, F, **barrier)
    i = np.argmax(g)
    return g[i], W[i]


def enhancement(F, T, Et=depth):
    """Sum over all energies, including states above the band edge."""
    W = np.linspace(1e-9, Et, 4001)
    g = W / (k_eV * T) - action(W, F)
    return 1 + simpson(np.exp(g), x=W) / (k_eV * T)


def saddle(F, T):
    z = law_barrier(F, T) / (k_eV * T)
    return 2 * np.sqrt(np.pi * z) * np.exp(law_exponent(F, T))


def activation(F, T, log_enh):
    """Minus the slope of ln(rate) against 1/kT, by central difference."""
    b, h = 1 / (k_eV * T), 0.02
    up, dn = 1 / (k_eV * (b + h)), 1 / (k_eV * (b - h))
    return depth - (log_enh(F, up) - log_enh(F, dn)) / (2 * h)


# Closed form of the triangular action against quadrature
def closed_action(W, F):
    return 4 * np.sqrt(2 * mass * m_e) * (W * q)**1.5 / (3 * q * hbar * F * 1e8)


for W in (0.2, 0.7, 1.2):
    assert abs(action(W, field)[0] / closed_action(W, field) - 1) < 1e-5

# Exact decay rate of a delta well in a field (hbar = m = kappa = 1)
mp.mp.dps = 40


def exact_rate(f):
    f = mp.mpf(f)
    a = mp.cbrt(2 * f)

    def condition(E):
        s = -2 * E / a**2
        Ai, Bi = mp.airyai(s), mp.airybi(s)
        return 2 * mp.pi * Ai * (Bi + 1j * Ai) - a
    E0 = mp.mpc(-0.5 - 0.625 * f**2, -mp.exp(-2 / (3 * f)) / 2)
    E = mp.findroot(condition, (E0, E0 * (1 + mp.mpf(10)**-6)))
    return -2 * E.imag


slope_exact = float(mp.log(exact_rate('0.03') / exact_rate('0.02')))
slope_wkb = 4 * np.sqrt(2) / 3 * 0.5**1.5 * (1 / 0.02 - 1 / 0.03)
assert abs(slope_exact / slope_wkb - 1) < 0.005

# Optimum, law and its limit of validity
S, Wopt = law_exponent(field, temp), law_barrier(field, temp)
Fc = np.sqrt(8 * mass * m_e * depth * q) * const.k * temp / (q * hbar) / 1e8
for F in (0.5, 1.0, 1.5, 2.0, 2.5):
    g, W = best(F, temp)
    assert abs(g - law_exponent(F, temp)) < 1e-3
    assert abs(W - law_barrier(F, temp)) < 2e-3
assert best(0.99 * Fc, temp)[1] < depth - 0.01
assert abs(best(1.01 * Fc, temp)[1] - depth) < 1e-9
g4 = best(4.0, temp)[0]
assert abs(g4 - (depth / kT - closed_action(depth, 4.0))) < 1e-3
assert law_exponent(4.0, temp) - g4 > 0.1

# Traversal time from the energy slope of the action
dW = 1e-4
slope = (action(Wopt + dW, field)[0] - action(Wopt - dW, field)[0]) / (2 * dW)
t_slope = hbar / q * slope / 2 * 1e15
t_thermal = hbar / (2 * const.k * temp) * 1e15
assert abs(t_slope / t_thermal - 1) < 1e-4

# Saddle prefactor: deep trap (sharp test), then the example
assert abs(enhancement(5.0, temp, 8.0) / saddle(5.0, temp) - 1) < 2e-3
total = enhancement(field, temp)
assert abs(total / saddle(field, temp) - 1) < 0.05

# Activation energy
Ea_exp = activation(field, temp, lambda F, T: best(F, T)[0])
assert abs(Ea_exp - (depth - Wopt)) < 2e-3


def log_total(F, T):
    return np.log(enhancement(F, T))


Ea_low = activation(1.5, temp, log_total)
Ea_low_law = depth - law_barrier(1.5, temp) - 1.5 * kT
assert abs(Ea_low - Ea_low_law) < 0.005
Ea_full = activation(field, temp, log_total)

# Neglected: Coulomb tail of a trap that is charged when empty
C = q / (4 * np.pi * const.epsilon_0 * eps_opt) * 1e9      # eV nm
lowering = 2 * np.sqrt(C * 0.1 * field)
xs = np.linspace(0.2, 10, 200001)
assert abs(np.min(0.1 * field * xs + C / xs) - lowering) < 1e-6
assert abs(action(0.7, field, coulomb=1e-9)[0] / action(0.7, field)[0] - 1) < 1e-3
S_coul, W_coul = best(field, temp, low=lowering, coulomb=C)
assert S_coul > S

# Neglected: two-band dispersion
S_gap, W_gap = best(field, temp, band_gap=gap)
assert S_gap > S


# Neglected: thermal Franck-Condon weight of one vibrational mode
def log_lattice(energy, relax):
    p, hr, y = energy / mode, relax / mode, mode / (2 * kT)
    z = hr / np.sinh(y)
    return -hr / np.tanh(y) + z - p * y + np.log(ive(p, z))


ladder = np.diag(np.sqrt(np.arange(1, 120)), 1)
shift = expm(2.0 * (ladder.T - ladder))          # relaxation of 4 quanta
boltz = np.exp(-mode / kT)
explicit = sum((1 - boltz) * boltz**n * shift[n - 3, n]**2 for n in range(3, 45))
assert abs(np.log(explicit) - log_lattice(3 * mode, 4 * mode)) < 1e-6
h = 1e-3
beta_eq = (log_lattice(depth - h, depth) - log_lattice(depth + h, depth)) / (2 * h)
assert abs(beta_eq * kT - 1) < 0.03


def best_lattice(relax):
    W = np.linspace(1e-9, depth, 4001)
    g = log_lattice(depth - W, relax) - log_lattice(depth, relax) - action(W, field)
    i = np.argmax(g)
    return g[i], W[i]


# WKB rate against the exact delta-well rate at the example's optimum
A_opt = action(Wopt, field)[0]
ratio = float(exact_rate(2 / (3 * A_opt)) * mp.exp(A_opt))
assert 0.6 < ratio < 1.4

print(f"trap depth                         {depth:.2f} eV")
print(f"effective mass                     {mass:.2f} m_e")
print(f"temperature                        {temp:.2f} K")
print(f"thermal energy kT                  {kT:.5f} eV")
print(f"field                              {field:.2f} MV/cm")
print(f"hbar^2/(2m)                        {h2m:.5f} eV nm^2")
print(f"optimum barrier W*                 {Wopt:.4f} eV")
print(f"same, brute-force maximum          {best(field, temp)[1]:.4f} eV")
print(f"optimum thermal excitation         {depth - Wopt:.4f} eV")
print(f"W*/kT                              {Wopt / kT:.3f}")
print(f"WKB action at optimum              {A_opt:.3f}")
print(f"exponent S from the law            {S:.4f}")
print(f"exponent, brute-force maximum      {best(field, temp)[0]:.4f}")
print(f"exp(S)                             {np.exp(S):.1f}")
print(f"saddle prefactor                   {saddle(field, temp) / np.exp(S):.2f}")
print(f"enhancement, saddle                {saddle(field, temp):.0f}")
print(f"enhancement, full integral         {total:.0f}")
print(f"width of energy peak (std. dev.)   {kT * np.sqrt(2 * Wopt / kT):.3f} eV")
print(f"tunnelling length                  {Wopt / (0.1 * field):.2f} nm")
print(f"traversal time, action slope       {t_slope:.3f} fs")
print(f"traversal time, hbar/(2kT)         {t_thermal:.3f} fs")
print(f"limiting field                     {Fc:.3f} MV/cm")
print(f"limiting field at 300 K            {Fc * 300 / temp:.3f} MV/cm")
print(f"exponent S at 300 K, 1 MV/cm       {law_exponent(1.0, 300):.3f}")
print(f"activation energy, exponent only   {Ea_exp:.4f} eV")
print(f"activation energy, full integral   {Ea_full:.4f} eV")
print(f"  formula with -3kT/2              {depth - Wopt - 1.5 * kT:.4f} eV")
print(f"at 1.5 MV/cm: full integral        {Ea_low:.4f} eV")
print(f"  formula with -3kT/2              {Ea_low_law:.4f} eV")
print("F (MV/cm) | W* law (eV) | S law | true max | ln(full integral)")
for F in (0.3, 1.0, 1.5, 2.0, 2.5, 3.0, 4.0):
    print(f"{F:4.1f} | {law_barrier(F, temp):.4f} | {law_exponent(F, temp):.3f}"
          f" | {best(F, temp)[0]:.3f} | {log_total(F, temp):.3f}")
print("Neglected effects at the example's field and temperature:")
print(f"optical permittivity {eps_opt:.1f}, Coulomb lowering {lowering:.3f} eV")
print(f"lowering/kT                        {lowering / kT:.2f}")
print(f"charged trap: exponent {S_coul:.2f} at W = {W_coul:.3f} eV")
print(f"two-band, gap {gap:.1f} eV: exponent {S_gap:.3f} at W = {W_gap:.3f} eV")
print(f"vibrational quantum                {mode:.3f} eV")
for relax in (0.6, 1.2):
    g, W = best_lattice(relax)
    print(f"relaxation {relax:.1f} eV: exponent {g:.2f} at W = {W:.3f} eV")
print(f"lattice slope times kT, relaxation = depth: {beta_eq * kT:.3f}")
print(f"exact/WKB rate of short-range well {ratio:.3f}")
print(f"ln-rate change, F 0.02 to 0.03 (scaled): exact {slope_exact:.3f}")
print(f"  same from WKB exponent           {slope_wkb:.3f}")
print(f"field / rough breakdown field      {field / breakdown:.2f}")
print("all good")
```

Printed output:

```
trap depth                         1.20 eV
effective mass                     0.50 m_e
temperature                        398.15 K
thermal energy kT                  0.03431 eV
field                              2.00 MV/cm
hbar^2/(2m)                        0.07620 eV nm^2
optimum barrier W*                 0.6473 eV
same, brute-force maximum          0.6474 eV
optimum thermal excitation         0.5527 eV
W*/kT                              18.867
WKB action at optimum              12.578
exponent S from the law            6.2889
exponent, brute-force maximum      6.2889
exp(S)                             538.5
saddle prefactor                   15.40
enhancement, saddle                8292
enhancement, full integral         8189
width of energy peak (std. dev.)   0.211 eV
tunnelling length                  3.24 nm
traversal time, action slope       9.592 fs
traversal time, hbar/(2kT)         9.592 fs
limiting field                     2.723 MV/cm
limiting field at 300 K            2.052 MV/cm
exponent S at 300 K, 1 MV/cm       3.675
activation energy, exponent only   0.5527 eV
activation energy, full integral   0.5053 eV
  formula with -3kT/2              0.5012 eV
at 1.5 MV/cm: full integral        0.7834 eV
  formula with -3kT/2              0.7844 eV
F (MV/cm) | W* law (eV) | S law | true max | ln(full integral)
 0.3 | 0.0146 | 0.141 | 0.141 | 1.120
 1.0 | 0.1618 | 1.572 | 1.572 | 3.595
 1.5 | 0.3641 | 3.537 | 3.537 | 5.975
 2.0 | 0.6473 | 6.289 | 6.289 | 9.011
 2.5 | 1.0114 | 9.826 | 9.826 | 12.488
 3.0 | 1.4565 | 14.150 | 13.811 | 15.648
 4.0 | 2.5892 | 25.155 | 19.102 | 20.162
Neglected effects at the example's field and temperature:
optical permittivity 2.1, Coulomb lowering 0.741 eV
lowering/kT                        21.59
charged trap: exponent 21.59 at W = 0.741 eV
two-band, gap 8.0 eV: exponent 6.636 at W = 0.710 eV
vibrational quantum                0.060 eV
relaxation 0.6 eV: exponent 9.54 at W = 0.635 eV
relaxation 1.2 eV: exponent 4.86 at W = 0.455 eV
lattice slope times kT, relaxation = depth: 1.007
exact/WKB rate of short-range well 0.906
ln-rate change, F 0.02 to 0.03 (scaled): exact 11.093
  same from WKB exponent           11.111
field / rough breakdown field      0.33
all good
```
